\section*{Detailed balance for bond-counting hop rates in a lattice gas}

\section{Physical situation and rate model}

When the beam is shut off during epitaxial growth, the deposited atoms keep moving. Atoms detach from islands, wander and reattach. A kinetic Monte Carlo simulation of this stage needs a rate for each hop, and one simple choice makes the barrier depend on the bonds that the atom has before it moves. The final site does not enter the rate. It is then not obvious that the simulated layer relaxes to thermal equilibrium, since equilibrium depends on the energies of both sites.

Consider $N$ identical atoms on a finite periodic square lattice, with at most one atom per site and at least one site empty. The lattice has at least three sites along each side, so that the four neighbours of a site are distinct. Let $s_i=0$ or $1$ be the occupation of site $i$. The lateral energy of configuration $a$ is
\begin{equation}
E_a=-J B_a,\qquad B_a=\sum_{\langle ij\rangle}s_i s_j ,
\label{eq:energy}
\end{equation}
where each nearest-neighbour pair is counted once. Attraction means $J>0$. Binding to the substrate is the same at every site, so at fixed $N$ it adds a constant and is omitted.

An atom may hop to any empty nearest-neighbour site. If the hop takes $a$ to $b$, its rate is
\begin{equation}
k_{ab}=\nu\,e^{-\beta(E_0+Jn_a)},\qquad \beta=\frac{1}{k_BT},
\label{eq:rate}
\end{equation}
where $n_a$ is the number of occupied neighbours of the moving atom before the hop. The prefactor $\nu$ and the constant $E_0$ are the same for all hops. Equation~\eqref{eq:rate} is the rate for each allowed direction, not a total to be shared among directions. The algebra is in atomic units with $k_B$ kept explicit; numerical energies are in eV.

The probabilities $p_a(t)$ obey the master equation
\begin{equation}
\frac{dp_a}{dt}=\sum_b\left(p_bk_{ba}-p_ak_{ab}\right).
\label{eq:master}
\end{equation}
A distribution is stationary if this sum vanishes for every $a$. Detailed balance is stronger: each term vanishes separately. The claim is that
\begin{equation}
\pi_a=\frac{e^{-\beta E_a}}{Z},\qquad Z=\sum_a e^{-\beta E_a},
\label{eq:boltz}
\end{equation}
satisfies $\pi_ak_{ab}=\pi_bk_{ba}$ for every pair, and that it is the only stationary distribution at fixed $N$.

\section{Proof of detailed balance}

Take one hop from site $i$ to site $j$. The other $N-1$ atoms do not move, and the bonds among them have a fixed energy $E_{\rm rest}$. The remaining bonds all involve the moving atom, so
\begin{equation}
E_a=E_{\rm rest}-Jn_a,\qquad E_b=E_{\rm rest}-Jn_b .
\label{eq:split}
\end{equation}
Here $n_b$ is counted after the hop, when site $i$ is empty. The vacated site is a neighbour of $j$ but contributes nothing to $n_b$.

Adding the barrier to the initial energy gives the energy of the saddle. From the two ends,
\begin{align}
E_a+(E_0+Jn_a)&=E_{\rm rest}-Jn_a+E_0+Jn_a=E_{\rm rest}+E_0,\nonumber\\
E_b+(E_0+Jn_b)&=E_{\rm rest}-Jn_b+E_0+Jn_b=E_{\rm rest}+E_0 .
\label{eq:saddle}
\end{align}
The saddle is the same in both directions. In this model the moving atom has lost all its lateral bonds at the saddle, whichever side it came from. The final site is therefore not needed in the forward rate: its binding energy enters through the reverse rate.

Multiplying \eqref{eq:boltz} by \eqref{eq:rate} gives
\begin{equation}
\pi_ak_{ab}=\frac{\nu}{Z}e^{-\beta(E_a+E_0+Jn_a)}
=\frac{\nu}{Z}e^{-\beta(E_{\rm rest}+E_0)}
=\pi_bk_{ba}.
\label{eq:db}
\end{equation}
This is detailed balance. Equivalently,
\begin{equation}
\frac{k_{ab}}{k_{ba}}=e^{-\beta J(n_a-n_b)}=e^{-\beta(E_b-E_a)},
\label{eq:ratio}
\end{equation}
because $E_b-E_a=J(n_a-n_b)$ by \eqref{eq:split}.

No step used the sign of $J$. For repulsion, $J<0$, the condition $E_0>3|J|$ makes the barrier positive for every hop, since a hopping atom has at most three neighbours: its target site is empty. For $J=0$, or for $\beta\to0$ at fixed $J$, all configurations become equally likely. An extra barrier that is equal for a hop and its reverse multiplies both sides of \eqref{eq:db} by the same factor, so it changes the speed but not the equilibrium.

\section{Uniqueness of the stationary state}

First, every configuration can be reached from every other at fixed $N$. If two configurations differ, there is a site $i$ occupied only in the first and a site $j$ occupied only in the second. Join them by a path of neighbouring sites. Exchange the occupations of successive pairs along the path; this carries the occupation of $i$ to $j$ and shifts the others by one site. Exchanging the pairs again in reverse order, leaving out the last pair, restores the intermediate sites. An exchange of equal occupations changes nothing, and an exchange of an atom with an empty site is an allowed hop. Two differences have been removed, and the procedure can be repeated until none remain.

Now let $p_a=\pi_ah_a$ be any distribution, and define $w_{ab}=\pi_ak_{ab}$, which equals $w_{ba}$ by \eqref{eq:db}. The master equation becomes
\begin{equation}
\frac{dp_a}{dt}=\sum_b(h_bw_{ba}-h_aw_{ab})=\sum_bw_{ab}(h_b-h_a).
\end{equation}
If $p$ is stationary, multiplying by $h_a$ and summing gives
\begin{equation}
0=\sum_{a,b}w_{ab}h_a(h_b-h_a)
=-\frac12\sum_{a,b}w_{ab}(h_a-h_b)^2 .
\label{eq:unique}
\end{equation}
The last form follows by averaging the double sum with itself after exchanging $a$ and $b$. Every term has the same sign, so $h_a=h_b$ across each allowed hop. Since all configurations are connected, $h$ is constant, and normalization makes it one.

\section{Which changes to the rates are allowed}

\subsection{The bond term must be linear}

Suppose $Jn$ in the barrier is replaced by a function $f(n)$ of the initial neighbour number. Detailed balance with some distribution proportional to $e^{-\beta U_a}$ requires
\begin{equation}
U_b-U_a=f(n_a)-f(n_b).
\label{eq:potential}
\end{equation}
If one atom makes several hops while the others rest, its neighbour number after one hop is its neighbour number before the next. The intermediate terms cancel, and the total change of $U$ is $f(n_{\rm first})-f(n_{\rm last})$.

On a lattice with room to keep atoms apart, build an L-shaped trimer from three isolated atoms in two ways. If the two end atoms are placed first, they are diagonal neighbours and have no bonds; the corner atom then arrives with two bonds. If the corner atom is placed first, each end atom arrives with one bond. Moving isolated atoms to other isolated positions does not change $U$, so both routes must give the same result:
\begin{equation}
f(0)-f(2)=2\,[f(0)-f(1)].
\end{equation}
A T-shaped tetramer, built with its central atom last or first, gives in the same way
\begin{equation}
f(0)-f(3)=3\,[f(0)-f(1)].
\end{equation}
Hence $f(n)=f(0)+n[f(1)-f(0)]$ for all four possible values $n=0,1,2,3$. Among barriers that depend on the initial neighbour number alone, with a common prefactor, the linear form is the only one compatible with detailed balance.

This settles a practical point. Suppose a program gives each atom the total rate $\nu e^{-\beta(E_0+Jn)}$ and divides it equally among its $4-n$ empty directions. The rate per direction then corresponds to
\begin{equation}
f(n)=Jn+k_BT\ln(4-n),
\end{equation}
which is not linear, so detailed balance is lost. Choosing among all four directions and rejecting a hop to an occupied site is safe, provided that time also advances for rejected attempts: each direction then carries the same constant factor $1/4$.

\subsection{A constant that varies from site to site}

If the constant is $E_0+d_i$ for an atom starting at site $i$, the two ends of a hop between sites with $d_i\neq d_j$ no longer share a saddle when only bond energy is counted. They do share one if $d_i$ is also a binding energy:
\begin{equation}
E_a=-JB_a-\sum_i d_i s_i .
\label{eq:depth}
\end{equation}
For the moving atom, the initial energy contains $-Jn_a-d_i$ and the barrier contains $+Jn_a+d_i$. These cancel, as they do at the other end with $n_b$ and $d_j$. Detailed balance therefore holds for \eqref{eq:depth}, not for the bond energy alone.

\section{Averages in rejection-free kinetic Monte Carlo}

In configuration $a$ the total escape rate is $K_a=\sum_bk_{ab}$. The rejection-free algorithm selects $b$ with probability $P_{ab}=k_{ab}/K_a$ and draws an exponential waiting time of mean $1/K_a$. The Boltzmann probability $\pi_a$ is the long-run fraction of time spent in configuration $a$, not the fraction of visits to it. The visit fractions are
\begin{equation}
\rho_a=\frac{\pi_aK_a}{\sum_c\pi_cK_c},
\label{eq:visits}
\end{equation}
because
\begin{equation}
\sum_a\pi_aK_aP_{ab}=\sum_a\pi_ak_{ab}
=\sum_a\pi_bk_{ba}=\pi_bK_b .
\end{equation}
For an observable $O$, weighting each visit by its mean waiting time gives
\begin{equation}
\frac{\sum_a\rho_aO_a/K_a}{\sum_a\rho_a/K_a}=\sum_a\pi_aO_a=\langle O\rangle .
\end{equation}
Drawn waiting times give the same long-run average. The unweighted average is instead
\begin{equation}
\sum_a\rho_aO_a=\frac{\langle OK\rangle}{\langle K\rangle}
=\langle O\rangle+\frac{\langle OK\rangle-\langle O\rangle\langle K\rangle}{\langle K\rangle}.
\label{eq:bias}
\end{equation}
It is biased whenever $O$ and the escape rate are correlated. Longer runs do not remove this bias.

\section{Deposition and exchange with a vapour}

Deposition raises $N$. Without desorption the reverse rate is zero, so detailed balance with positive weights is impossible. Between two deposition events the layer relaxes towards \eqref{eq:boltz} at the current $N$, and it comes close if the interval is long compared with the slowest relaxation time. A shorter interval can leave it far from equilibrium.

Balance can be restored by a suitable reverse process. Let atoms arrive at rate $F$ on each empty site and desorb at rate $D_0e^{-\beta Jn}$, where $n$ is again the initial neighbour number. Try weights $z^Ne^{-\beta E}$. Adding an atom beside $n$ occupied sites multiplies the weight by $ze^{\beta Jn}$, so balance requires
\begin{equation}
F=z\,e^{\beta Jn}\,D_0e^{-\beta Jn}=zD_0,\qquad z=\frac{F}{D_0}.
\label{eq:vapour}
\end{equation}
The dependence on $n$ cancels. Hops conserve $N$ and remain balanced.

If desorption has the bond-independent rate $D_0$, balance fails. Start with a dimer on sites $i$ and $j$. Remove the atom at $j$, deposit one at a neighbour $k$ of $j$ that does not touch $i$, and let it hop from $k$ to $j$. With $\Gamma_0=\nu e^{-\beta E_0}$, the product of rates around this loop is $D_0F\Gamma_0$. In the opposite sense it is $\Gamma_0e^{-\beta J}D_0F$. Under detailed balance the two products would be equal, since the weights cancel around a closed loop. Their ratio is $e^{\beta J}$, so for $J\neq0$ circulating currents remain in the steady state.

\section{Worked example}

Take the round model parameters $E_0=0.50$ eV, $J=0.10$ eV, $T=600$ K and $\nu=10^{13}$ s$^{-1}$, with four atoms on a $4\times4$ periodic lattice. Then $k_BT=0.0517$ eV, $\beta J=1.934$ and $\Gamma_0=6.31\times10^8$ s$^{-1}$. There are 1820 configurations, and summing their Boltzmann factors gives $Z=1.791\times10^5$.

Let a corner atom leave a compact square of four. The square has four bonds and energy $-0.40$ eV. The moving atom has $n_a=2$, and the three resting atoms have energy $-0.40+2(0.10)=-0.20$ eV. After the hop $n_b=0$, so the final energy is also $-0.20$ eV. The barriers are $0.50+0.20=0.70$ eV outwards and $0.50$ eV back. Both lead to the same saddle:
\begin{equation}
-0.40+0.70=-0.20+0.50=0.30\ {\rm eV}.
\end{equation}
The energy change is $0.20$ eV, or $0.00735$ hartree. The rates are $1.319\times10^7$ s$^{-1}$ out and $6.312\times10^8$ s$^{-1}$ back, with ratio $e^{-2\beta J}=0.0209$. The probabilities of these two configurations are $1.278\times10^{-2}$ and $2.671\times10^{-4}$. The fluxes agree:
\begin{align}
(1.278\times10^{-2})(1.319\times10^7)&=1.686\times10^5\ {\rm s}^{-1},\nonumber\\
(2.671\times10^{-4})(6.312\times10^8)&=1.686\times10^5\ {\rm s}^{-1}.
\end{align}
Had the vacated site been counted as a neighbour after the hop, $n_b$ would have been 1 and the predicted rate ratio $e^{-\beta J}=0.145$, which is wrong by a factor of about seven.

The numerical output that follows also gives the stationary distribution solved from the rates alone. It agrees with \eqref{eq:boltz} to a relative error of $1.5\times10^{-13}$. The loop conditions on $f(0),\ldots,f(3)$, collected over all hops on this small lattice, leave two free parameters, the constant and the slope. With the saturating term $J\min(n,1)$, the largest net flux on a link, relative to the sum of its two opposing fluxes, is 0.62. If $r$ denotes this relative net flux, the larger flux on that link is $(1+r)/(1-r)$ times the smaller, a factor of about four. Links whose total flux is below $10^{-6}$ of the largest were left out of this comparison.

The equilibrium mean number of bonds is 3.062, while the mean over visits is 2.224. The difference, $-0.838$, is the covariance term in \eqref{eq:bias}: configurations with more bonds tend to have smaller escape rates. A simulation of $10^6$ hops gave $3.061\pm0.002$ with time weighting and $2.223\pm0.001$ without, where the uncertainties are standard errors estimated from blocks of the run. The mean bond number belongs to this small lattice. For instance, a straight row of four closes on itself through the periodic boundary and has four bonds instead of three.

Two further cases use a $3\times3$ lattice. With four atoms and two diagonally neighbouring sites deeper by $0.05$ eV, the stationary distribution follows \eqref{eq:depth}. Its distance from the bond-only Boltzmann distribution, defined as half the sum of absolute probability differences, is 0.18. This modest depth, about equal to $k_BT$, matters.

For exchange with a vapour, $F=0.01\,\Gamma_0$ and $D_0=0.50\,\Gamma_0$ give $z=0.020$ and a mean coverage of 0.415. A coverage below one half is expected. Exchanging atoms and empty sites on a lattice of $M$ sites changes $N$ to $M-N$ and $B$ to $2M-4N+B$. Apart from a constant, the weight $z^Ne^{\beta JB}$ becomes $(z^{-1}e^{-4\beta J})^Ne^{\beta JB}$. It is unchanged when $z=e^{-2\beta J}=0.0209$, which therefore gives half coverage. The chosen $z$ is slightly smaller, so the mean coverage is lower. The mean is not a typical coverage here. Writing $s_i=(1+\sigma_i)/2$ maps the model on an Ising model with coupling $\beta J/4=0.484$, above the critical value $0.441$ of the square lattice, so at this temperature $z=e^{-2\beta J}$ is the point where a dilute and a dense phase coexist. On the $3\times3$ lattice the layer is empty with probability 0.46 and full with probability 0.31, and 0.415 is an average over these two peaks. At the same $z$ the mean coverage falls to 0.357, 0.222, 0.115 and 0.065 on periodic lattices of side 4, 6, 8 and 10, as the dilute phase takes over; on the infinite lattice that phase has coverage 0.058 at coexistence. With bond-independent desorption the largest relative net flux, found with the same cutoff of $10^{-6}$, is 0.73, so detailed balance is strongly violated on at least one link. This number depends on the cutoff: a lower one admits rarely used links with a larger relative imbalance.

\section*{Values computed for the example and the checks}
\begin{verbatim}
constant barrier E0 = 0.50 eV, bond energy J = 0.10 eV
temperature = 600 K, kB*T = 0.05170 eV, J/(kB*T) = 1.9341
attempt rate nu = 1.0e+13 1/s, free-atom hop rate = 6.3123e+08 1/s
4x4 lattice, 4 atoms: configurations = 1820, directed hops = 23296
partition function Z = 179143.813
square: bonds = 4, energy = -0.40 eV
opened: bonds = 2, energy = -0.20 eV
moving atom: neighbours before = 2, after = 0
energy of the three resting atoms = -0.20 eV
common saddle energy = 0.30 eV
barrier out = 0.70 eV, barrier back = 0.50 eV
energy change = 0.20 eV = 0.007350 hartree
rate out = 1.3190e+07 1/s, rate back = 6.3123e+08 1/s
rate ratio out/back = 0.020897
probability: square = 1.27835e-02, opened = 2.67131e-04
flux out = 1.68620e+05 1/s, back = 1.68620e+05 1/s
largest relative flux mismatch over all hops = 1.1e-15
largest relative error, solved vs Boltzmann = 1.5e-13
loop conditions on f(0..3): rank = 2, free = 2
saturating bond term: largest net/gross flux = 0.6174
mean bonds, enumerated, Boltzmann = 3.0619
mean bonds, enumerated, per visit = 2.2240
KMC hops = 1000000, simulated time = 994.21 microseconds
KMC mean bonds, time-weighted = 3.0607 +- 0.0024
KMC mean bonds, unweighted = 2.2232 +- 0.0013
3x3 lattice, 4 atoms: extra depth of two sites = 0.05 eV
total-variation distance to bond-only Boltzmann = 0.1785
vapour, 3x3: F = 0.01, D0 = 0.50 (free-atom hop rates), z = 0.020
mean coverage with bond-dependent desorption = 0.4152
bond-independent desorption: largest net/gross flux = 0.7305
\end{verbatim}
